\section*{Green's Function and Density of States with an Ultrasoft Overlap Operator}

\section{What the overlap operator changes}

With an orthonormal eigenvalue problem, the Green's function is $(z-H)^{-1}$, it falls off as $1/z$, and the imaginary part of its trace counts levels. Ultrasoft pseudopotentials replace the unit operator in the eigenvalue problem by an overlap operator $S$. If the old rules are kept, the electron count is in general wrong: too small or too large, depending on the sign of the augmentation charge. In the model crystal treated below, a contour integral of $\mathrm{Tr}\,G$ around five singly occupied levels gives $4.816$ electrons instead of $5$. Likewise, a high-energy expansion that starts from $1/z$ has the wrong leading term. Both faults are cured by keeping track of where $S$ enters.

Let $B$ be the matrix whose columns are the projectors $\beta_i$, and let $q$ be the Hermitian matrix of augmentation charges. Then
\begin{equation}
S=1+\sum_{ij}|\beta_i\rangle q_{ij}\langle\beta_j| = 1+BqB^\dagger ,
\qquad
H\psi_n=\varepsilon_n S\psi_n .
\label{eq:gen}
\end{equation}
Three assumptions are made. The basis is finite, with $M$ orthonormal functions; the complete basis is discussed separately. $H$ is Hermitian and independent of energy. $S$ is positive definite, so that $v^\dagger S v>0$ for every $v\neq0$. Hartree atomic units are used, and each state holds one electron.

A Hamiltonian with exact exchange is covered when its occupied orbitals are held fixed. The Fock operator, augmentation terms included, is the derivative of a real energy with respect to a Hermitian density matrix, and is therefore Hermitian. The levels $\varepsilon_n$ are then mean-field orbital energies.

The Green's function is defined for every $z$ that is not a level:
\begin{equation}
G(z)=(zS-H)^{-1}.
\label{eq:def}
\end{equation}

\section{Orthonormality and completeness}

Since $S$ is positive definite, it has a positive definite Hermitian square root $S^{1/2}$, which is invertible. Put $\phi_n=S^{1/2}\psi_n$ in \eqref{eq:gen} and multiply from the left by $S^{-1/2}$:
\begin{equation}
\tilde H\phi_n=\varepsilon_n\phi_n,\qquad
\tilde H=S^{-1/2}HS^{-1/2}=\tilde H^\dagger .
\label{eq:ord}
\end{equation}
This is an ordinary Hermitian problem. Its $M$ eigenvalues are real, and its eigenvectors can be chosen orthonormal and complete. Translated back with $\psi_n=S^{-1/2}\phi_n$, these two properties read
\begin{align}
\psi_m^\dagger S\psi_n&=\phi_m^\dagger\phi_n=\delta_{mn},
\label{eq:orth}\\
\sum_n\psi_n\psi_n^\dagger
&=S^{-1/2}\Big(\sum_n\phi_n\phi_n^\dagger\Big)S^{-1/2}=S^{-1}.
\label{eq:comp}
\end{align}
The overlap appears in the orthonormality relation and its inverse in the completeness relation.

Positivity cannot be dropped in general. For $S=\mathrm{diag}(1,-1)$ and an $H$ with zeros on the diagonal and ones off it,
\begin{equation}
\det(\varepsilon S-H)=\det\begin{pmatrix}\varepsilon&-1\\-1&-\varepsilon\end{pmatrix}
=-\varepsilon^2-1=0
\quad\Rightarrow\quad \varepsilon=\pm i ,
\end{equation}
so a Hermitian $H$ can have levels off the real axis. This need not happen: the same $S$ with $H=1$ gives $\varepsilon=\pm1$. A positive definite $S$ guarantees real levels for every Hermitian $H$.

The inverse overlap needs only a matrix of the size of the projector set. With $K=B^\dagger B$ and $X=(1+Kq)^{-1}$,
\begin{equation}
S^{-1}=1-BqXB^\dagger .
\label{eq:sinv}
\end{equation}
To verify this, multiply by $S$ and use $B^\dagger B=K$:
\begin{align}
(1+BqB^\dagger)(1-BqXB^\dagger)
&=1+BqB^\dagger-BqXB^\dagger-BqKqXB^\dagger\nonumber\\
&=1+Bq\,[\,1-(1+Kq)X\,]\,B^\dagger=1 .
\end{align}
The matrix $X$ exists because $\det(1+Kq)=\det(1+BqB^\dagger)=\det S>0$. Equation \eqref{eq:sinv} shows that $S^{-1}$ differs from $1$ only within the space spanned by the projectors.

\section{The spectral form}

From \eqref{eq:gen}, $(zS-H)\psi_n=(z-\varepsilon_n)S\psi_n$. Apply $zS-H$ to the proposed sum; the factor $z-\varepsilon_n$ cancels, and \eqref{eq:comp} finishes the calculation:
\begin{equation}
(zS-H)\sum_n\frac{\psi_n\psi_n^\dagger}{z-\varepsilon_n}
=S\sum_n\psi_n\psi_n^\dagger=SS^{-1}=1 .
\end{equation}
For square matrices a right inverse is the inverse, hence
\begin{equation}
G(z)=\sum_n\frac{\psi_n\psi_n^\dagger}{z-\varepsilon_n}.
\label{eq:spec}
\end{equation}
The second factor is the adjoint, not the transpose. The two differ when $H$ or $S$ is complex in the basis used, for example on a real-space grid at a general Bloch vector, or in plane waves without inversion symmetry. No $S$ stands in the numerator; it is hidden in the normalization \eqref{eq:orth}. Equation \eqref{eq:spec} also gives $G(z)^\dagger=G(z^*)$.

\section{Large $z$}

Write \eqref{eq:def} as $zSG=1+HG$ and multiply from the left by $S^{-1}$:
\begin{equation}
zG(z)=S^{-1}+S^{-1}HG(z).
\label{eq:id}
\end{equation}
Divide by $z$ and insert the result once into its own right-hand side:
\begin{equation}
G(z)=\frac{S^{-1}}{z}+\frac{S^{-1}HS^{-1}}{z^2}
+\frac{S^{-1}HS^{-1}HG(z)}{z^2}.
\label{eq:large}
\end{equation}
By \eqref{eq:spec}, $G$ itself is of order $1/z$ once $|z|$ is far above all $|\varepsilon_n|$, so the last term is of order $z^{-3}$. The leading term is therefore $S^{-1}/z$. Multiplying it by $S$ and taking the trace gives $\mathrm{Tr}[SG]\to M/z$: the coefficient is the number of states. Without $S$ it would be $\mathrm{Tr}\,S^{-1}$.

The scale that $|z|$ must exceed is the highest level of the basis, not a typical valence energy. Subtracting \eqref{eq:comp} from $z$ times \eqref{eq:spec} makes this visible:
\begin{equation}
zG(z)-S^{-1}=\sum_n\psi_n\psi_n^\dagger\,\frac{\varepsilon_n}{z-\varepsilon_n}.
\label{eq:diff}
\end{equation}
In a plane-wave basis the highest level grows with the cutoff. For any fixed $z$, a large enough basis contains levels with $\varepsilon_n\gg|z|$, whose factor in \eqref{eq:diff} has modulus close to $1$. In a complete basis the matrix norm of $zG-S^{-1}$ thus does not tend to zero.

What survives is convergence on each fixed vector $f$. Let $z$ go to infinity along a ray with $\theta=\arg z$ and $\sin\theta\neq0$, and let $S$ and $S^{-1}$ be bounded. Apply \eqref{eq:diff} to $f$ and multiply by $S^{1/2}$:
\begin{equation}
\big\|S^{1/2}(zG-S^{-1})f\big\|^2
=\sum_n|c_n|^2\left|\frac{\varepsilon_n}{z-\varepsilon_n}\right|^2,
\qquad c_n=\phi_n^\dagger S^{-1/2}f .
\label{eq:strong}
\end{equation}
The weights have the finite sum $\sum_n|c_n|^2=f^\dagger S^{-1}f$. Because $\varepsilon_n$ is real, $|z-\varepsilon_n|\ge|\mathrm{Im}\,z|=|z||\sin\theta|$, and so
\begin{equation}
\left|\frac{\varepsilon_n}{z-\varepsilon_n}\right|
=\left|\frac{z}{z-\varepsilon_n}-1\right|\le 1+\frac1{|\sin\theta|}.
\end{equation}
Each term of \eqref{eq:strong} tends to zero, and all are bounded by a summable sequence that does not depend on $|z|$. The sum therefore tends to zero. Where the spectrum is continuous, an integral over it replaces the sum.

\section{The trace that counts levels}

Insert \eqref{eq:spec} in $\mathrm{Tr}[SG]$ and use the cyclic property of the trace with \eqref{eq:orth}:
\begin{equation}
\mathrm{Tr}[SG(z)]=\sum_n\frac{\psi_n^\dagger S\psi_n}{z-\varepsilon_n}
=\sum_n\frac1{z-\varepsilon_n}.
\label{eq:trace}
\end{equation}
Every level has weight one. In $\mathrm{Tr}\,G$ it would have the weight $\psi_n^\dagger\psi_n$, which is not one in general.

The same sum follows without eigenvectors. By \eqref{eq:ord}, $zS-H=S^{1/2}(z-\tilde H)S^{1/2}$, so
\begin{equation}
\det(zS-H)=\det S\,\prod_n(z-\varepsilon_n),
\qquad
\frac{d}{dz}\ln\det(zS-H)=\sum_n\frac1{z-\varepsilon_n}.
\label{eq:det}
\end{equation}
The trace with $S$ is thus the logarithmic derivative of the function whose zeros are the levels.

Now set $z=E+i\eta$ with $\eta>0$. Multiplying numerator and denominator by the complex conjugate of the denominator gives
\begin{equation}
\frac1{E-\varepsilon_n+i\eta}
=\frac{E-\varepsilon_n-i\eta}{(E-\varepsilon_n)^2+\eta^2}.
\end{equation}
The imaginary part is negative, which is the origin of the minus sign in
\begin{equation}
D_\eta(E)=-\frac1\pi\,\mathrm{Im}\,\mathrm{Tr}[SG(E+i\eta)]
=\sum_n\frac1\pi\,\frac{\eta}{(E-\varepsilon_n)^2+\eta^2}.
\label{eq:lor}
\end{equation}
Integration over a window from $a$ to $b$ yields
\begin{equation}
\int_a^bD_\eta\,dE=\sum_n\frac1\pi
\left[\arctan\frac{b-\varepsilon_n}{\eta}-\arctan\frac{a-\varepsilon_n}{\eta}\right].
\label{eq:atan}
\end{equation}
As $\eta\to0^+$, a level inside the window contributes $\frac1\pi(\frac\pi2+\frac\pi2)=1$. A level outside contributes zero, because the two arctangents approach the same limit. This is the defining property of a sum of delta functions:
\begin{equation}
D(E)=-\frac1\pi\lim_{\eta\to0^+}\mathrm{Im}\,\mathrm{Tr}[SG(E+i\eta)]
=\sum_n\delta(E-\varepsilon_n).
\label{eq:dos}
\end{equation}
With $z=E-i\eta$ the sign would be reversed.

In a complete three-dimensional basis the number of levels per unit energy grows as $\sqrt\varepsilon$ at high energy. The real part of \eqref{eq:trace}, whose terms fall off as $1/\varepsilon$, then diverges with the cutoff. The terms of \eqref{eq:lor} fall off as $1/\varepsilon^2$, so the density of states converges.

\section{Why the overlap belongs in the trace}

The factor $S$ has a direct meaning as charge. Integrate $G$ counterclockwise around a group of levels. By \eqref{eq:spec} and the residue theorem,
\begin{equation}
P=\oint\frac{dz}{2\pi i}\,G(z)=\sum_{n\ \mathrm{inside}}\psi_n\psi_n^\dagger ,
\end{equation}
which is the density matrix when these levels are the occupied ones. The ultrasoft electron density has a smooth part and an augmentation part,
\begin{equation}
n(x)=P(x,x)+\sum_{ij}Q_{ij}(x)\,\langle\beta_j|P|\beta_i\rangle,
\qquad \int Q_{ij}(x)\,dx=q_{ij}.
\label{eq:dens}
\end{equation}
Its integral is
\begin{equation}
\int n\,dx=\mathrm{Tr}\,P+\sum_{ij}q_{ij}\langle\beta_j|P|\beta_i\rangle
=\mathrm{Tr}\big[(1+BqB^\dagger)P\big]=\mathrm{Tr}[SP].
\label{eq:charge}
\end{equation}
By \eqref{eq:orth} this is the integer number of enclosed levels. Leaving out $S$ discards the augmentation charge.

\section{Energy-dependent self-energies}

In many-body theory $H$ is supplemented by a self-energy $\Sigma(z)$, and $G=A^{-1}$ with $A(z)=zS-H-\Sigma(z)$. If $\Sigma$ stays bounded at large $z$, the term $zS$ still dominates in a finite basis, and $G\to S^{-1}/z$ remains true. The unit weight of each level does not. Suppose that $\Sigma$ is Hermitian and smooth on the real axis near $E_0$, and that $A(E_0)\psi=0$ for a single vector with $\psi^\dagger S\psi=1$. One eigenvalue $\lambda(E)$ of $A(E)$ then passes through zero. First-order perturbation theory gives its slope, $\lambda'=\psi^\dagger A'\psi/\psi^\dagger\psi$, which is assumed nonzero. The singular part of $A^{-1}$ is the normalized projector divided by $\lambda$:
\begin{equation}
G(z)\simeq\frac{\psi\psi^\dagger}{\psi^\dagger\psi}\,\frac1{\lambda'(z-E_0)}
=\frac{\psi\psi^\dagger}{(z-E_0)\,[\,1-\psi^\dagger\Sigma'(E_0)\psi\,]} .
\end{equation}
The peak in $-\frac1\pi\mathrm{Im}\,\mathrm{Tr}[SG]$ has weight $1/(1-\psi^\dagger\Sigma'\psi)$, the quasiparticle weight. It equals one when $\Sigma$ is static, as for exact exchange.

\section{A model crystal}

Consider a one-dimensional crystal with cell length $10$ bohr and Bloch vector $0.1\ \mathrm{bohr}^{-1}$, in $M=41$ plane waves. Each cell has the local well $-1.5\,e^{-x^2/2}$ hartree ($x$ in bohr) and, with $w=0.6$ bohr, the projectors
\begin{equation}
\beta_1=(\pi w^2)^{-1/4}e^{-x^2/2w^2},\qquad
\beta_2=\frac{\sqrt2\,x}{w}\,\beta_1 .
\end{equation}
The nonlocal potential $\sum_{ij}|\beta_i\rangle D_{ij}\langle\beta_j|$ has $D_{11}=0.4$, $D_{12}=0.05$, $D_{22}=-0.2$ hartree. The augmentation functions are $Q_{ij}(x)=q_{ij}(1+\cos\pi x)/2$ per bohr for $|x|<1$ bohr and zero beyond, with $q_{11}=0.6$, $q_{12}=0.1$, $q_{22}=-0.2$. These parameters are chosen to exercise the algebra and are not those of an atomic pseudopotential. For an atom with inversion symmetry $Q_{12}$ would be odd and $q_{12}$ zero, and with the common shape used here the augmented density of the second state dips to $-0.065$ per bohr near the origin, although the total density stays positive. The sizes of the errors found below are therefore not estimates for real materials. An accompanying program checks the relations used here numerically.

\emph{Overlap.} The projectors are normalized and of opposite parity, and their periodic images do not overlap appreciably, so $K\simeq1$. The eigenvalues of $S$ other than $1$ are then those of $1+q$:
\begin{equation}
1+0.2\pm\sqrt{0.4^2+0.1^2}=1.6123,\ 0.7877 ,
\end{equation}
as the diagonalization of $S$ also gives. $S$ is positive definite, and the norm of $S^{-1}-1$ is $1-1/1.6123=0.380$.

\emph{Large $z$.} The highest level is $79.86$ hartree. At $z=iy$ with $y=10^4$ hartree, $\|zG-S^{-1}\|=7.985\times10^{-3}$. Multiplied by $y$ this is $79.85$ hartree, in agreement with $\|S^{-1}HS^{-1}\|=79.86$ hartree from \eqref{eq:large}. Meanwhile $\|zG-1\|$ stays at $0.380$, so $1/z$ is not the leading term.

At $y=100$ hartree the basis is not yet in the asymptotic regime. The highest state is nearly a plane wave outside the reach of the smooth projectors, so $\psi^\dagger\psi\simeq1$, and its term in \eqref{eq:diff} has the size
\begin{equation}
\frac{79.86}{\sqrt{79.86^2+100^2}}=0.624 ,
\end{equation}
which is the computed norm. With $81$ and $161$ plane waves the norm rises to $0.954$ and $0.997$. On a fixed normalized vector with coefficients proportional to $e^{-p^2/2}$, where $p$ is the plane-wave momentum in $\mathrm{bohr}^{-1}$, the error is $0.00374$ in all three bases. It falls to $0.00037$ at $y=1000$ hartree. This is the distinction between convergence in norm and on a vector.

\emph{Counting levels.} The lowest six levels are $-0.474$, $-0.298$, $0.068$, $0.366$, $0.598$ and $1.252$ hartree; the first is $-12.90$ eV. A window from $-1.474$ to $0.925$ hartree contains five. At $z=0.2+0.3i$ hartree, the trace $\mathrm{Tr}[SG]$ and a finite difference of $\ln\det(zS-H)$ both give $-3.2405-8.5363i$ per hartree, as \eqref{eq:det} requires. This value belongs to $M=41$. Its real part converges slowly with the basis, to $-3.49$ and $-3.61$ for $81$ and $161$ plane waves, and its imaginary part moves to $-8.537$. The lowest level and $\mathrm{Tr}\,P$ below do not change in the digits shown.

The density of states integrated over the window is $4.9605$, $4.9802$ and $4.9901$ for $\eta=0.02$, $0.01$ and $0.005$ hartree. The deficits from $5$ are $0.0395$, $0.0198$ and $0.0099$. They halve with $\eta$, because $\arctan u\simeq\pi/2-1/u$ for large positive $u$ makes the tails in \eqref{eq:atan} linear in $\eta$.

\emph{Charge.} The contour integral around the same levels gives $\mathrm{Tr}[SP]=5.0000$ and $\mathrm{Tr}\,P=4.8161$. The latter is the sum of the plain norms,
\begin{equation}
0.7759+1.0668+0.9802+0.9961+0.9971=4.8161 .
\end{equation}
The integrated augmentation density supplies the remaining $0.1839$ electrons. The second norm exceeds one, so that state has negative augmentation charge; this is possible because $q$ has a negative eigenvalue, $0.7877-1=-0.2123$. Errors of opposite sign partly cancel in $\mathrm{Tr}\,P$, and its total error understates the error of the lowest level.

\emph{Peak height.} For $\eta=0.005$ hartree an isolated level has the peak height $1/(\pi\eta)=63.66$ per hartree. At the lowest level the trace with $S$ gives $63.72$ per hartree, or $2.342$ per eV. Most of the excess of $0.06$ is the tail of the second level, $\eta/(\pi\,0.176^2)=0.05$ per hartree. Without $S$ the peak is $49.46$ per hartree. The ratio $49.46/63.72=0.776$ agrees to three digits with the plain norm $0.7759$ of the lowest state: $\mathrm{Tr}\,G$ puts the peak at the right energy but gives it $22\%$ too little weight.

\section*{Computed values}
\begin{verbatim}
cell length 10.0 bohr, Bloch vector 0.1 1/bohr
well depth 1.5 hartree, well width 1.0 bohr
projector width 0.6 bohr, augmentation radius 1.0 bohr
q11, q12, q22 (no unit): 0.600 0.100 -0.200
D11, D12, D22 (hartree): 0.400 0.050 -0.200
number of plane waves M: 41
smallest, largest eigenvalue of S: 0.7877 1.6123
imaginary parts of eps for S=diag(1,-1): -1.000 1.000
lowest six levels (hartree): -0.47405 -0.29795 0.06794 0.36607 0.59761 1.25219
lowest level: -12.8997 eV
highest level in this basis: 79.857 hartree
norm of S^-1 - 1: 0.3798
largest element of inverse minus spectral sum: 5.7e-14 1/hartree
z0 = 0.2 + 0.3 i hartree
Tr[S G(z0)]: -3.240485 -8.536325 i 1/hartree
d ln det/dz at z0: -3.240485 -8.536325 i 1/hartree
norm of S^-1 H S^-1: 79.8565 hartree
y=1e+03 hartree: |zG-S^-1|=7.960e-02, y*that=79.6031 hartree, |zG-1|=0.3798
y=1e+04 hartree: |zG-S^-1|=7.985e-03, y*that=79.8540 hartree, |zG-1|=0.3798
y=1e+05 hartree: |zG-S^-1|=7.986e-04, y*that=79.8565 hartree, |zG-1|=0.3798
z=100i hartree, M=41: |zG-S^-1|=0.6240, on fixed vector 0.003736
z=100i hartree, M=81: |zG-S^-1|=0.9539, on fixed vector 0.003736
z=100i hartree, M=161: |zG-S^-1|=0.9969, on fixed vector 0.003736
z=1000i hartree, M=161: on fixed vector 0.000374
window: -1.47405 to 0.92490 hartree
levels in window from signs of ES-H: 5
eta=0.020 hartree: integrated DOS=4.960455, arctan sum=4.960455
eta=0.010 hartree: integrated DOS=4.980225, arctan sum=4.980225
eta=0.005 hartree: integrated DOS=4.990112, arctan sum=4.990112
contour integral of Tr[S G]: 5.00000000
contour integral of Tr[G]: 4.816098
smooth charge 4.816098, augmentation charge 0.183902 electrons
total charge from density: 5.000000 electrons
psi^dagger psi of levels in window: 0.77592 1.06675 0.98019 0.99612 0.99712
1/(pi eta) at eta=0.005 hartree: 63.6620 1/hartree
lowest peak from Tr[S G]: 63.7238 1/hartree
lowest peak from Tr[S G]: 2.3418 1/eV
lowest peak from Tr[G]: 49.4617 1/hartree
\end{verbatim}
